# Wang and Weinbaum functions for H2: binding and ionic coefficient

## Problem

Two electrons move in the field of two protons fixed at distance $R$. Let $a$ and $b$ be real, normalized 1s Slater functions on the two protons, with common exponent $\zeta$:

$$a=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_a},\qquad b=\sqrt{\zeta^3/\pi}\,e^{-\zeta r_b}.$$

From them form the covalent and ionic functions

$$\Phi_c=a(1)b(2)+b(1)a(2),\qquad \Phi_i=a(1)a(2)+b(1)b(2),$$

each multiplied by the singlet spin function. The Wang function is $\Phi_c$ with $\zeta$ optimized. The Weinbaum function is $\Phi_c+\lambda\Phi_i$ with $\zeta$ and $\lambda$ optimized.

1. Derive all integrals and the energies.
2. Find both well depths $D_e$ and compare them with the full nonrelativistic result.
3. Find $\lambda(R)$, including its limits at large and small $R$, and say what $\lambda$ measures.

Use Rydberg units: energies in Ry, lengths in $a_0$, and

$$H=\sum_{n=1}^{2}h(n)+\frac{2}{r_{12}}+\frac2R,\qquad h=-\nabla^2-\frac{2}{r_a}-\frac{2}{r_b}.$$

Depths are measured from two hydrogen atoms, $-2$ Ry.

## Solution

### One-electron integrals

Measure lengths in units of $1/\zeta$, so that the exponent is 1 and the separation is $w=\zeta R$. Use spheroidal coordinates $x=(r_a+r_b)/w\ge1$ and $y=(r_a-r_b)/w\in[-1,1]$, with $d\tau=(w/2)^3(x^2-y^2)\,dx\,dy\,d\varphi$. Since $ab=e^{-wx}/\pi$, integration over $y$ and $\varphi$ gives

$$S=\langle a|b\rangle=\frac{w^3}{2}\int_1^\infty\!\Big(x^2-\tfrac13\Big)e^{-wx}dx=e^{-w}\Big(1+w+\frac{w^2}{3}\Big).$$

With $1/r_a=2/[w(x+y)]$ the volume factor becomes $x-y$, and

$$k=\langle a|1/r_a|b\rangle=w^2\int_1^\infty xe^{-wx}dx=e^{-w}(1+w).$$

The potential of the charge cloud $a^2$ is the sum of the parts from inside and outside radius $r$:

$$U(r)=\frac1r\int_0^r4s^2e^{-2s}ds+\int_r^\infty4se^{-2s}ds=\frac1r-e^{-2r}\Big(1+\frac1r\Big).$$

Hence $j=\langle a|1/r_b|a\rangle=U(w)$.

### Coulomb and hybrid integrals

Write $(pq|rs)$ for the $1/r_{12}$ repulsion of the densities $pq$ and $rs$. First,

$$(aa|aa)=\int_0^\infty4r^2e^{-2r}U\,dr=1-4\Big(\frac1{32}+\frac1{16}\Big)=\frac58.$$

For $J=(aa|bb)=\int b^2U(r_a)d\tau$, the $1/r_a$ part of $U$ gives $j$. The remainder contains $b^2e^{-2r_a}=e^{-2wx}/\pi$, so the integrals above recur with $e^{-2wx}$:

$$J=j-e^{-2w}\Big[\Big(\frac{w^2}6+\frac w4+\frac18\Big)+\Big(\frac w2+\frac14\Big)\Big]
=\frac1w-e^{-2w}\Big(\frac1w+\frac{11}8+\frac{3w}4+\frac{w^2}6\Big).$$

For $L=(aa|ab)=\int ab\,U(r_a)d\tau$, the first part is $k$. In the rest, $3r_a+r_b=w(2x+y)$, and the two terms of $1+1/r_a$ give

$$\frac{w^3}{4}\!\iint(x^2-y^2)e^{-2wx-wy}dxdy=e^{-w}\Big(\frac38-\frac3{16w}\Big)+e^{-3w}\Big(\frac18+\frac3{16w}\Big),$$

$$\frac{w^2}{2}\!\iint(x-y)e^{-2wx-wy}dxdy=e^{-w}\Big(\frac12-\frac1{8w}\Big)+\frac{e^{-3w}}{8w}.$$

Subtracting both from $k$,

$$L=e^{-w}\Big(w+\frac18+\frac5{16w}\Big)-e^{-3w}\Big(\frac18+\frac5{16w}\Big).$$

### Exchange integral

$K=(ab|ab)$ is the self-repulsion of $\rho=e^{-wx}/\pi$. Its potential $\Phi$ obeys $\nabla^2\Phi=-4\pi\rho$. Multiplying by $w^2(x^2-y^2)/4$ and using $x^2-y^2=\frac23[P_2(x)-P_2(y)]$,

$$\big[\partial_x(x^2-1)\partial_x+\partial_y(1-y^2)\partial_y\big]\Phi=-\tfrac23w^2e^{-wx}[P_2(x)-P_2(y)].$$

Therefore $\Phi=R_0(x)+R_2(x)P_2(y)$, where

$$\big((x^2-1)R_l'\big)'-l(l+1)R_l=-s_l,\quad s_0=\tfrac23w^2P_2e^{-wx},\quad s_2=-\tfrac23w^2e^{-wx}.$$

The Legendre functions $P_l$ and $Q_l$ solve the homogeneous equation, with $(x^2-1)(P_lQ_l'-P_l'Q_l)=-1$. The solution regular at $x=1$ and at infinity is

$$R_l=Q_l\int_1^xP_ls_l\,dt+P_l\int_x^\infty Q_ls_l\,dt.$$

Integrating $\rho\Phi$ over $y$ and $\varphi$ gives $K=\frac w2\int(s_0R_0+\frac15s_2R_2)dx$. The two parts of $R_l$ contribute equally. With $G(x)=\int_1^xP_2e^{-wt}dt$,

$$K=\frac{4w^5}{45}\int_1^\infty e^{-wx}G\,(5P_2Q_0+Q_2)\,dx.$$

Insert $Q_2=P_2Q_0-\frac32x$ and $P_2e^{-wx}=G'$, then integrate $GG'Q_0$ by parts with $Q_0'=-1/(x^2-1)$. The boundary terms vanish:

$$K=\frac{4w^5}{15}\int_1^\infty\frac{G^2}{x^2-1}dx-\frac{2w^5}{15}\int_1^\infty xe^{-wx}G\,dx.$$

Direct integration gives $G=3(S-q)/w^3$, where

$$q=e^{-wx}u,\quad u=\frac{w^2}{2}(x^2-1)+c+wx,\quad c=1+\frac{w^2}3.$$

Note $q(1)=S$, and define $\bar S=q(-1)=e^w(1-w+w^2/3)$. Let $E_1(z)=\int_z^\infty e^{-t}dt/t$, which tends to $-\gamma-\ln z$ at small $z$, with $\gamma$ Euler's constant. Expand $(S-q)^2$ with lower limit $1+\epsilon$ and use partial fractions:

$$\int\frac{dx}{x^2-1}=\frac12\ln\frac2\epsilon,$$

$$\int\frac{q\,dx}{x^2-1}=\frac w2e^{-w}+\frac12\big[-S(\gamma+\ln w\epsilon)-\bar SE_1(2w)\big],$$

$$\int\frac{q^2dx}{x^2-1}=A+\frac12\big[-S^2(\gamma+\ln2w\epsilon)-\bar S^2E_1(4w)\big].$$

Here $A$ comes from the polynomial quotient of $u^2$ by $x^2-1$:

$$A=\int_1^\infty\! e^{-2wx}\Big[\frac{w^4}4(x^2-1)+w^2(c+1+wx)\Big]dx=e^{-2w}\Big(\frac{w^3}6+\frac{5w^2}8+\frac{21w}{16}\Big).$$

In the combination $S^2(\cdot)-2S(\cdot)+(\cdot)$ the $\ln\epsilon$ terms cancel. The prefactor of this combination is $12/(5w)$, and its elementary part is

$$\frac{12}{5w}\big(A-wSe^{-w}\big)=\frac{e^{-2w}}5\Big(\frac{15}4-\frac{9w}2-2w^2\Big).$$

The second integral in $K$ contributes

$$-\frac{2w^2}5\int_1^\infty xe^{-wx}(S-q)dx=-\frac{e^{-2w}}5\Big(\frac58+\frac{5w}4+w^2+\frac{w^3}3\Big).$$

Adding everything,

$$K=\frac15\Big\{e^{-2w}\Big(\frac{25}8-\frac{23w}4-3w^2-\frac{w^3}3\Big)+\frac6w\big[S^2(\gamma+\ln w)-\bar S^2E_1(4w)+2S\bar SE_1(2w)\big]\Big\}.$$

The numerical check tests this against double quadrature, and the repulsion integrals against Gaussian expansions of the orbitals.

### The two-by-two problem

Restore $\zeta$: kinetic energies scale as $\zeta^2$ and Coulomb terms as $\zeta$. In the original lengths, $-\nabla^2b=(-\zeta^2+2\zeta/r_b)b$. Hence

$$h_{aa}=\zeta^2-2\zeta(1+j),\qquad h_{ab}=\zeta^2(2k-S)-4\zeta k.$$

Now multiply out the products. For example, $\langle ab|h(1)+h(2)|ab\rangle=2h_{aa}$, $\langle ab|h(1)+h(2)|ba\rangle=2Sh_{ab}$ and $\langle ab|h(1)+h(2)|aa\rangle=Sh_{aa}+h_{ab}$. Every overlap and Hamiltonian element has a common factor 2, which is removed. With $M=1+S^2$,

$$N_{cc}=N_{ii}=M,\qquad N_{ci}=2S,$$

$$H_{cc}=2h_{aa}+2Sh_{ab}+2\zeta(J+K)+2M/R,$$

$$H_{ii}=H_{cc}+2\zeta(\tfrac58-J),\qquad H_{ci}=2(Sh_{aa}+h_{ab})+4\zeta L+4S/R.$$

The diagonal elements differ only in electron repulsion: two electrons on one atom against one on each. The Wang energy is $H_{cc}/M$. The Weinbaum energy is the lower root of

$$(H_{cc}-ME)(H_{ii}-ME)=(H_{ci}-2SE)^2,\qquad \lambda=-\frac{H_{ci}-2SE}{H_{ii}-ME}.$$

### Wang minimum

At fixed $w$, every potential term, including $2/R=2\zeta/w$, is proportional to $\zeta$. Thus $E=\zeta^2T(w)+\zeta V(w)$, and $\partial E/\partial\zeta=0$ gives

$$\zeta=-\frac{V}{2T},\qquad E=-\frac{V^2}{4T}=-\zeta^2T.$$

The last equality is the virial relation $E=-\langle T\rangle$. It also holds for the Weinbaum function at its full minimum, because the same scaling can be done at fixed $w$ and $\lambda$.

Minimizing over $w$ gives $w=1.6489$, $T=1.67530$ and $V=-3.90723$, so

$$\zeta=\frac{3.90723}{2(1.67530)}=1.1661,\qquad R_e=\frac{1.6489}{1.1661}=1.414,$$

$$E=-\frac{(3.90723)^2}{4(1.67530)}=-2.2782\ \text{Ry}.$$

The depth is $0.278166$ Ry, or 3.785 eV.

### Weinbaum minimum

The minimum lies at $\zeta=1.1938$, $R_e=1.4304$, $w=1.7076$. There

$$S=0.66710,\quad j=0.53349,\quad k=0.49088,$$
$$J=0.46310,\quad K=0.24582,\quad L=0.36359.$$

These give $h_{aa}=1.4252-3.6614=-2.2362$ and $h_{ab}=0.4484-2.3441=-1.8956$. The matrix elements in Ry are

$$H_{cc}=-4.4724-2.5291+1.6926+2.0204=-3.2885,$$
$$H_{ii}=-3.2885+0.3866=-2.9020,$$
$$H_{ci}=-6.7748+1.7362+1.8655=-3.1731,$$

up to rounding in the last digit. With $M=1.445025$ and $2S=1.334203$, the lower root is $E=-2.295874$ Ry. Using the unrounded matrix elements,

$$H_{cc}-ME=0.02907,\quad H_{ii}-ME=0.41562,\quad H_{ci}-2SE=-0.10992.$$

The product of the first two and the square of the third are both $0.01208$, as required. Therefore $\lambda=0.10992/0.41562=0.2645$. The kinetic energy is $2.29587$ Ry, in agreement with the virial relation, and the depth is 4.026 eV.

| function | $R_e$ / $a_0$ | $\zeta$ / $a_0^{-1}$ | $D_e$ / eV |
|---|---|---|---|
| covalent, fixed $\zeta$ | 1.6425 | 1 | 3.156 |
| covalent + ionic, fixed $\zeta$ | 1.668 | 1 | 3.229 |
| Wang | 1.414 | 1.166 | 3.785 |
| Weinbaum | 1.430 | 1.194 | 4.026 |

The two improvements are not additive: the ionic term gains 0.073 eV at $\zeta=1$, but 0.241 eV when $\zeta$ is optimized.

### Comparison with the full problem

Coupled cluster with single and double excitations is exact for two electrons within a given orbital basis. At $R=1.4$, Hartree–Fock in cc-pVQZ gives $-2.26692$ Ry. The correlation energies are $-0.07875$ Ry in cc-pVTZ and $-0.08067$ Ry in cc-pVQZ. Assuming a basis error proportional to $n^{-3}$, with $n=3,4$,

$$E_{\rm corr}=\frac{64(-0.08067)-27(-0.07875)}{64-27}\approx-0.0821\ \text{Ry}.$$

The total is $-2.3490$ Ry, a binding energy of 4.75 eV at $R=1.4$. The two parts are less well converged than their sum. With cc-pV5Z and the extrapolation from $n=4,5$, the Hartree–Fock energy falls by $0.0003$ Ry to $-2.2672$ Ry and the correlation energy rises by $0.0003$ Ry to $-0.0818$ Ry, while the total stays at $-2.3490$ Ry. The reference energy was not minimized over $R$; this distance, close to the minima found above, is taken as the equilibrium one, so $D_e\approx4.75$ eV. Because of the extrapolation this is an estimate, not a variational bound.

The Wang and Weinbaum depths, 3.785 and 4.026 eV, recover about 80% and 85% of the estimated full depth. The remaining 0.72 eV of the Weinbaum function requires functions outside the space of two 1s orbitals with one common exponent.

### Ionic coefficient along $R$

At each $R$, both $\zeta$ and $\lambda$ are optimized. The last column is the binding energy $-2-E$.

| $R$ / $a_0$ | $\zeta$ / $a_0^{-1}$ | $\lambda$ | $-2-E$ / Ry |
|---|---|---|---|
| 0.3 | 1.587 | −0.250 | −3.3239 |
| 0.5 | 1.495 | 0.031 | −1.0223 |
| 0.8 | 1.374 | 0.199 | −0.0263 |
| 1.0 | 1.307 | 0.242 | 0.1873 |
| 1.4 | 1.201 | 0.265 | 0.2956 |
| 2.0 | 1.095 | 0.235 | 0.2354 |
| 3.0 | 1.015 | 0.141 | 0.0939 |
| 4.0 | 0.998 | 0.063 | 0.0256 |
| 6.0 | 0.999 | 0.009 | 0.0011 |

The coefficient has a maximum of 0.265 at $R=1.38$, close to $R_e$, and crosses zero at $R=0.468$.

**Large $R$.** Set $\zeta=1$, its value for separate atoms, and keep terms of order $e^{-R}$ times powers of $R$. Then $h_{aa}\to-1-2/R$, $h_{ab}=-S-2k$ and $E\to-2$. The terms in $S$ cancel:

$$H_{ci}-2SE\to-4S-4k+4L+4S=4(L-k)=-4e^{-R}\Big(\frac78-\frac5{16R}\Big).$$

The denominator is $H_{ii}-ME\to\frac54-\frac2R$: the repulsion within the doubly occupied orbital less the attraction of the ions. Thus

$$\lambda\simeq e^{-R}\,\frac{7/2-5/(4R)}{5/4-2/R}.$$

At $R=10$ this gives $1.4593\times10^{-4}$; the calculation with optimized $\zeta$ gives $1.4592\times10^{-4}$. The formula is asymptotic, and its pole at $R=1.6$ has no physical meaning.

**Small $R$.** Use the molecular orbitals $\sigma_{g,u}=(a\pm b)/\sqrt{2(1\pm S)}$. Multiplying out,

$$\sigma_g^2=\frac{\Phi_i+\Phi_c}{2(1+S)},\qquad\sigma_u^2=\frac{\Phi_i-\Phi_c}{2(1-S)}.$$

For the state $c_g\sigma_g^2+c_u\sigma_u^2$, the ratio of the coefficients of $\Phi_i$ and $\Phi_c$ is

$$\lambda=\frac{c_g(1-S)+c_u(1+S)}{c_g(1-S)-c_u(1+S)}.$$

The coupling $X=2(\sigma_g\sigma_u|\sigma_g\sigma_u)$, with the integral now in the original lengths, is a self-repulsion and hence positive. The first row of the secular problem, $(H_{gg}-E)c_g+Xc_u=0$ with $E<H_{gg}$, makes $c_u/c_g$ negative. As $R\to0$, $\sigma_u$ tends to a normalized p-type function, so the coupling and the energy gap stay finite and $c_u$ does not vanish. But $1-S\to0$, and therefore $\lambda\to-1$. The computed value at $R=0.05$ is $-0.943$.

The sign has a direct meaning. The covalent function alone has $c_u/c_g=-(1-S)/(1+S)$. Positive $\lambda$ means that the optimum contains less $\sigma_u^2$, relative to $\sigma_g^2$, than the covalent function with the same $\zeta$; negative $\lambda$ means that it contains more. At the zero, the Weinbaum function is itself a Wang function. Since the Weinbaum energy can never lie above the Wang energy, the two optimized energies coincide there.

### What $\lambda$ measures

The normalized overlap of $\Phi_c$ and $\Phi_i$ is $2S/M=0.923$ at the Weinbaum minimum, so the functions are far from being exclusive alternatives. The squared projection of the normalized Weinbaum function is 0.993 on $\Phi_c$ and 0.905 on $\Phi_i$. These cannot be shares of a whole. The Chirgwin–Coulson weight divides the overlap term equally:

$$W_i=\frac{\lambda^2M+2S\lambda}{M(1+\lambda^2)+4S\lambda}=0.202.$$

This is a convention for sharing the overlap. The value $\lambda=0.26$ is a ratio of coefficients in a nonorthogonal basis, not an ionic fraction of 26%.

## Table of computed values

```
1 Ry = 13.605693 eV
Minima: R_e (a0), zeta (1/a0), E (Ry), D_e (eV)
  covalent, zeta=1   1.6425 1.0000 -2.231941 3.156
  cov+ionic, zeta=1  1.6680 1.0000 -2.237301 3.229
  Wang               1.4140 1.1661 -2.278166 3.785
  Weinbaum           1.4304 1.1938 -2.295874 4.026
Ionic gain in D_e, zeta=1: 0.073 eV
Ionic gain in D_e, zeta optimized: 0.241 eV
Wang: w = 1.6489, T(w) = 1.67530, V(w) = -3.90723 (Ry at zeta=1)
At the Weinbaum minimum (integrals dimensionless):
  w = 1.70762
  S = 0.667102
  j = 0.533494
  k = 0.490883
  J = 0.463099
  K = 0.245815
  L = 0.363591
  M = 1.445025, N_ci = 1.334203
  H_cc = -3.288523 Ry, H_ii = -2.901973 Ry
  H_ci = -3.173085 Ry
  lambda = 0.2645, kinetic energy = 2.29587 Ry
  overlap of covalent and ionic = 0.9233
  squared projection on covalent = 0.9934
  squared projection on ionic = 0.9053
  Chirgwin-Coulson ionic weight = 0.2016
Weinbaum along R: R (a0), zeta (1/a0), lambda, overlap, -2-E (Ry)
  0.3 1.5866 -0.25022 0.9993 -3.32390
  0.5 1.4949 +0.03129 0.9961 -1.02233
  0.8 1.3739 +0.19875 0.9836 -0.02625
  1.0 1.3067 +0.24210 0.9695 +0.18733
  1.2 1.2493 +0.26062 0.9506 +0.27234
  1.4 1.2005 +0.26473 0.9272 +0.29555
  1.7 1.1411 +0.25513 0.8843 +0.27775
  2.0 1.0954 +0.23466 0.8325 +0.23542
  2.5 1.0437 +0.18926 0.7288 +0.15747
  3.0 1.0151 +0.14072 0.6090 +0.09391
  4.0 0.9981 +0.06341 0.3671 +0.02556
  6.0 0.9995 +0.00875 0.0942 +0.00109
  8.0 1.0000 +0.00112 0.0204 +0.00004
Maximum of lambda: 0.2648 at R = 1.377 a0
Zero of lambda: R = 0.4682 a0
lambda at R = 0.05 a0: -0.9429
R = 10 a0: lambda = 1.45920e-04, asymptotic = 1.45928e-04
Reference, R = 1.4 a0: HF (cc-pVQZ) = -2.26692 Ry
  correlation TZ, QZ, limit = -0.07875, -0.08067, -0.08208 Ry
  E = -2.34900 Ry, D_e = 4.748 eV
Largest energy deviation from Gaussian road: 7.5e-07 Ry
Largest integral deviation: 1.1e-06
```
